# Level shifting versus damping for a small-gap molecule

The rate at which a self-consistent-field iteration converges is a pure number. The damping parameter $\alpha$ is also a pure number and multiplies the whole density update, so it scales every part of the update equally. A level shift $b$ is an energy and can act only through its ratio to another energy. The shift operator $b(1-P)$ is invariant under rotations among occupied orbitals and among virtual orbitals, so it adds the same $b$ to every gap $\Delta_{ai}=\varepsilon_a-\varepsilon_i$. The step for the pair $(i,a)$ should then be scaled by a factor that is 1 for $b\ll\Delta_{ai}$ and small for $b\gg\Delta_{ai}$. Dimensions alone would allow electron-repulsion energies to enter that factor as well. The linearization shows that they do not and that the factor is $\Delta/(\Delta+b)$.

## The linearized maps

Take a closed shell with real orbitals and use the converged canonical orbitals as an orthonormal basis, with $i,j$ occupied, $a,b$ (as indices) virtual and all $\Delta_{ai}>0$. $P$ is the per-spin density matrix, $P^*$ its converged value, and $\Phi(F)$ the projector on the lowest eigenvectors of $F$. Roothaan iteration is $P'=\Phi(F[P])$.

The output obeys $P'^2=P'$ and $[F,P']=0$. To first order the former reads $P^*\delta P'+\delta P'P^*=\delta P'$. Its occupied-occupied (oo) block is $2\delta P'=\delta P'$ and its virtual-virtual (vv) block is $0=\delta P'$, so both blocks vanish. The commutator gives $[F^*,\delta P']+[\delta F,P^*]=0$, whose $ai$ element is $\Delta_{ai}\,\delta P'_{ai}+\delta F_{ai}=0$.

Write $x_{ai}=\delta P_{ai}=\delta P_{ia}$. In Hartree-Fock theory $F=h+G[P]$ with $G_{pq}=\sum_{rs}P_{rs}[2(pq|rs)-(pr|qs)]$. Both $\delta P_{bj}$ and $\delta P_{jb}$ contribute, so $\delta F_{ai}=(Kx)_{ai}$ with
$$K_{ai,bj}=4(ai|bj)-(ab|ij)-(aj|bi).$$
In Kohn-Sham theory $K$ is the symmetric Hartree plus exchange-correlation response. With $D=\mathrm{diag}(\Delta_{ai})$ and $H=D+K$,
$$x'=-D^{-1}Kx=x-D^{-1}Hx .$$

$H$ is the energy curvature. In Hartree-Fock theory, from $E=\mathrm{tr}\,P(h+F)$ and the symmetry of $G$, $E-E_0=2\,\mathrm{tr}F^*\delta P+\mathrm{tr}\,\delta P\,G[\delta P]$. Idempotency at second order gives $\delta P_{oo}=-x^Tx$ and $\delta P_{vv}=xx^T$, so the first term is $2x^TDx$. The second collects the $ai$ and $ia$ elements and equals $2x^TKx$. Hence $E=E_0+2x^THx$, and $H$ is assumed positive definite.

Damping takes $P'=(1-\alpha)P+\alpha\Phi(F[P])$, so $x'=x-\alpha D^{-1}Hx$. A mixture of projectors is not a projector, and the oo and vv blocks are now variables. Since $\Phi$ returns none of them at first order, they are multiplied by $1-\alpha$ each cycle. They feed $x$ through $\delta F_{ai}$ but are not fed by it, so the Jacobian is block triangular, with eigenvalues $1-\alpha\mu$, where $\mu$ runs over the eigenvalues of $D^{-1}H$ and the value 1.

Shifting takes $P'=\Phi(F[P]+b(1-P))$ with $b\ge0$. At $P^*$ the eigenvectors are unchanged, so the fixed point survives, with gaps $\Delta_{ai}+b$. The $ai$ element of the perturbation is $(Kx)_{ai}-bx_{ai}$. Therefore
$$x'=-(D+b)^{-1}(K-b)x=x-(D+b)^{-1}\left[(D+b)+(K-b)\right]x=x-(D+b)^{-1}Hx .$$
Every iterate is a projector, so no extra mode appears. Comparing steps,
$$(x'-x)_{ai}^{\rm shift}=\frac{\Delta_{ai}}{\Delta_{ai}+b}\,(x'-x)_{ai}^{\rm Roothaan}.$$
This scales components of the step. They are eigenmodes of the iteration only if $K$ is diagonal.

## Optimal parameters

The rate $\rho$ is the spectral radius of the Jacobian. The matrix $(D+b)^{-1}H$ is similar to the positive definite $(D+b)^{-1/2}H(D+b)^{-1/2}$, so its eigenvalues $\nu$ are real and positive. The extreme ones are the extrema of $v^THv/v^T(D+b)v$, which falls strictly with $b$ for every $v$. In $\rho=\max(\nu_{\max}-1,\,1-\nu_{\min})$ the first entry therefore falls and the second rises, and the optimum is the crossing $\nu_{\min}+\nu_{\max}=2$. It lies at $b>0$ if $\mu_{\min}+\mu_{\max}>2$.

For damping let $\ell=\min(\mu_{\min},1)$ and $u=\max(\mu_{\max},1)$. Equating $\alpha u-1=1-\alpha\ell$ gives
$$\alpha^*=\frac{2}{\ell+u},\qquad\rho_{\rm damp}=\frac{u-\ell}{u+\ell}.$$
Damping cannot change the ratio $u/\ell$, whereas a shift, when the gaps differ, can change $\nu_{\max}/\nu_{\min}$.

## Two modes

Take one occupied and two virtual orbitals. Define $m_k=H_{kk}/\Delta_k$, $d_k=H_{kk}/(\Delta_k+b)$ and $c=H_{12}^2/(H_{11}H_{22})<1$. The matrix $(D+b)^{-1}H$ has trace $d_1+d_2$ and determinant $d_1d_2(1-c)$. The optimum is $d_1+d_2=2$, or
$$H_{11}(\Delta_2+b)+H_{22}(\Delta_1+b)=2b^2+2(\Delta_1+\Delta_2)b+2\Delta_1\Delta_2 .$$
Using $H_{11}+H_{22}=\Delta_1+\Delta_2+K_{11}+K_{22}$ and $H_{11}\Delta_2+H_{22}\Delta_1=\Delta_1\Delta_2(m_1+m_2)$, this is $2b^2+Bb+C=0$ with
$$B=\Delta_1+\Delta_2-K_{11}-K_{22},\qquad C=\Delta_1\Delta_2(2-m_1-m_2).$$
For $m_1+m_2>2$, $C<0$, and the only positive root is $b^*=(-B+\sqrt{B^2-8C})/4$, independent of $K_{12}$.

At $b^*$ the eigenvalues are $1\pm\rho$, so $1-\rho^2=d_1d_2(1-c)$, and $d_1d_2=4d_1d_2/(d_1+d_2)^2$ because the sum is 2. For damping with $\mu_{\min}\le1\le\mu_{\max}$, $1-\rho^2=4\mu_{\min}\mu_{\max}/(\mu_{\min}+\mu_{\max})^2=4m_1m_2(1-c)/(m_1+m_2)^2$, from the determinant and trace at $b=0$. Both take one form,
$$1-\rho^2=(1-c)\frac{4r}{(1+r)^2}=\frac{1-c}{\cosh^2(\tfrac12\ln r)},\qquad r(b)=\frac{d_1}{d_2}=r(0)\,\frac{\Delta_1(\Delta_2+b)}{\Delta_2(\Delta_1+b)},$$
with $r(0)=m_1/m_2$ for damping and $r(b^*)$ for shifting. The second equality follows from $(1+r)^2/4r=(r^{1/2}+r^{-1/2})^2/4$. The coupling costs both methods the same factor, and in this regime shifting wins exactly when $|\ln r(b^*)|<|\ln r(0)|$.

A sufficient condition is $\Delta_1<\Delta_2$, $m_2\le1$ and $m_1+m_2>2$: the small-gap mode overshoots and the large-gap mode does not. First, $m_1>2-m_2\ge1$, and the Rayleigh quotient on unit vectors gives $\mu_{\min}\le m_2\le1<m_1\le\mu_{\max}$, so the common formula applies. Second, $b^*>0$ gives $d_2<m_2\le1$, so $d_1=2-d_2>1$ and $r(b^*)>1$. Third, $\Delta_1(\Delta_2+b)<\Delta_2(\Delta_1+b)$ reduces to $\Delta_1b<\Delta_2b$, so $r(b^*)<r(0)$. Then $1<r(b^*)<r(0)$ and $\rho_{\rm shift}<\rho_{\rm damp}$.

## Numbers

Energies are in electronvolts, the natural scale here. Take round values $\Delta_1=0.5$, $\Delta_2=10$, $K_{11}=2$, $K_{22}=-1$, $K_{12}=0.5$ eV, so $H_{11}=2.5$, $H_{22}=9$, $H_{12}=0.5$ eV. Then $m_1=5$, $m_2=0.9$, $c=0.5^2/(2.5\times9)=0.01111$ and $r(0)=5.556$. The eigenvalues are $\mu=0.8878$ and $5.0122$, so plain iteration diverges with factor $5.0122-1=4.0122$. Damping gives
$$\alpha^*=\frac{2}{0.8878+5.0122}=0.3390,\qquad\rho_{\rm damp}=\frac{5.0122-0.8878}{5.0122+0.8878}=0.699 .$$
For the shift, $B=0.5+10-2+1=9.5$ eV and $C=0.5\times10\times(2-5-0.9)=-19.5$ eV$^2$, so
$$b^*=\tfrac14\left(-9.5+\sqrt{9.5^2+8\times19.5}\right)=1.548\ \text{eV}=0.0569\ \text{hartree}.$$
Then $d_1=2.5/(0.5+1.548)=1.221$, $d_2=9/(10+1.548)=0.779$, $r(b^*)=1.566$ and
$$\rho_{\rm shift}=\sqrt{1-1.2207\times0.7793\times(1-0.01111)}=0.243 .$$
Damping cuts both components of the step to 0.339. The shift cuts the overshooting component to 0.244 and keeps 0.866 of the well-behaved one. Reducing the error by a factor of $10^8$ needs about $\ln10^{-8}/\ln\rho$ cycles, 51.4 and 13.0. A nonlinear three-orbital Hartree-Fock model with these parameters took 52 and 14. The numerical check below tests the optima against finite-difference Jacobians of that model's full maps.

As $\Delta_1\to0$ with $K_{11}>0$ fixed, $\mu_{\max}\to m_1\to K_{11}/\Delta_1$. The determinant then gives $\mu_{\min}=m_1m_2(1-c)/\mu_{\max}\to m_2(1-c_0)$, with $c_0=K_{12}^2/(K_{11}H_{22})$ assumed below 1. If also $m_2(1-c_0)\le1$, as here, then $\ell=\mu_{\min}$, and to leading order in $\Delta_1/K_{11}$,
$$1-\rho_{\rm damp}=\frac{2\mu_{\min}}{\mu_{\min}+\mu_{\max}}\to\frac{2\Delta_1H_{22}(1-c_0)}{\Delta_2K_{11}} .$$
At $\Delta_1=0.1$ and $0.02$ eV the model gives 0.0811 and 0.01742 against asymptotes 0.0888 and 0.01775, low by about 9% and 2% of the asymptote. For the shift, $d_1\to K_{11}/b$ stays finite, so $b^*$, $r(b^*)$ and $\rho_{\rm shift}$ have finite limits. The rates are 0.2514 and 0.2532 at those gaps and tend to 0.2537. In this model $1-\rho_{\rm damp}$ vanishes in proportion to the gap, so the damped cycle count grows as $1/\Delta_1$, while the shift replaces the vanishing denominator by $b$.

## Where the advantage fails

With equal gaps, $(D+b)^{-1}H=[\Delta/(\Delta+b)]D^{-1}H$, and the shift is a damping with $\alpha=\Delta/(\Delta+b)$. When $\mu_{\min}\le1\le\mu_{\max}$ and $\mu_{\min}+\mu_{\max}\ge2$, so that $\alpha^*\le1$ is reachable with $b\ge0$, the optima tie. For $\Delta=1$ eV and $(K_{11},K_{22},K_{12})=(3,-0.2,0.3)$ eV, $b^*=1.4$ eV, $\alpha^*=1/(1+1.4)=0.4167$, and both rates are 0.678.

For $\Delta_1<\Delta_2$ the shift always lowers $r$, which, when $\mu_{\min}\le1\le\mu_{\max}$ and $b^*>0$, makes it lose whenever $r(0)<1$, as when the small-gap mode is soft and the overshoot sits in the large-gap mode. If $\mu_{\min}>1$, damping is limited by its extra mode, discussed below, and the shift can win even with $r(0)<1$. With gaps 0.5 and 2 eV and $K=(-0.1,6,0)$ eV, $m_1=0.8$ and $m_2=4$. Damping reaches 0.667 and shifting 0.857. A small gap alone decides nothing. Among random parameter sets the shift won all 15 inside the sufficient condition, as tested, and 7 of 15 drawn with only $m_1+m_2\ge2.2$ imposed on the gaps and diagonal ratios.

When $\mu_{\min}>1$ the extra damping mode matters. An idempotent start seeds it at order $x^2$, but at the $\alpha$ that is optimal for the rotation modes alone its factor $1-\alpha$ exceeds their rate $1-\alpha\mu_{\min}$, so it decays most slowly. For gaps 0.5 and 5 eV and $K=(2,5,0)$ eV, $m_1=5$ and $m_2=2$. The choice $\alpha=2/(5+2)=0.2857$ would give 0.4286 from the rotation modes alone, but the iteration converges at $1-\alpha=0.7143$. The true optimum is $\alpha^*=2/(1+5)=0.3333$ with rate 0.667, against 0.265 for the shift.

All of this is local linear analysis with a fixed parameter and no extrapolation over past iterates such as DIIS. If $H$ has a negative eigenvalue, some $\mu$ and $\nu$ are negative, the factors $1-\alpha\mu$ and $1-\nu$ exceed 1, and both methods leave the stationary point, unless the iterates have no component along the unstable modes, as when an imposed symmetry excludes them.

## A molecule with many modes

For LiH at 300 pm, in the local density approximation (Slater exchange, VWN5 correlation) with the 6-31G basis, there are 18 modes with gaps from 1.153 to 76.4 eV. The analytic $H$ was tested against finite-difference Jacobians of the plain and shifted maps and against eight-step nonlinear trajectories of both schemes. The HOMO-LUMO kernel element is 4.719 eV. Its diagonal ratio $(1.153+4.719)/1.153\approx5.1$ is a lower bound on $\mu_{\max}$, which is 6.053. No other pair has a larger diagonal ratio (the next is 1.84), so the excess comes from off-diagonal $K$. With $\mu_{\min}=0.896$, damping has $\alpha^*=0.288$ and $\rho=0.742$. The shift has $b^*=4.64$ eV (0.171 hartree), $\nu$ from 0.348 to 1.652 and $\rho=0.652$. The estimated counts for $10^{-8}$ are 62 and 43 cycles. These numbers belong to the 6-31G basis and are not converged values for the molecule. In cc-pVTZ the smallest gap is 1.075 eV, its kernel element 4.17 eV, $\mu$ runs from 0.832 to 5.86, $\alpha^*=0.299$ and $b^*=4.34$ eV, and the rates are 0.751 for damping and 0.670 for the shift, so the ordering is unchanged.

The shift wins, by much less than in the model. The step factors at the extreme gaps, 0.199 and 0.943, resemble those of the model, but $\nu_{\min}\le H_{kk}/(\Delta_k+b)$ holds for every mode $k$, so any mode with a weak kernel and a gap comparable to $b^*$ or smaller pulls $\nu_{\min}$ well below 1. The $\pi$ excitations from the HOMO (gap 2.77 eV, kernel element 0.10 eV) are such modes and give $\nu=0.386$, but they do not set the limit. The eigenvector of $\nu_{\min}=0.348$ mixes the HOMO-LUMO excitation almost equally with the excitation to the next $\sigma$ virtual orbital (gap 4.07 eV, kernel element 3.43 eV). Their diagonal ratios at $b^*$ are 1.01 and 0.86, so here the off-diagonal kernel, the analogue of a large $c$, sets the rate.

## Calculated quantities

```
model: D1=0.5 D2=10.0 K11=2.0 K22=-1.0 K12=0.5 eV
H11=2.50 H22=9.00 H12=0.50 eV
m1=5.0000 m2=0.9000 c=0.01111 r(0)=5.5556
mu_min=0.8878 mu_max=5.0122 plain Roothaan rho=4.0122
alpha*=0.3390 1-alpha*=0.6610 rho_damp=0.6990 iterated=0.6990
quadratic: B=9.500 eV, C=-19.500 eV^2
b*=1.5481 eV = 0.05689 hartree
step scale gap/(gap+b*): mode1=0.2441 mode2=0.8659
d1=1.2207 d2=0.7793 r(b*)=1.5662
rho_shift=0.2434 iterated=0.2434
iterations for 1e-8 from x=0.01: damp 52 (est 51.4), shift 14 (est 13.0)
D1=0.1 eV: alpha*=0.09132 rho_damp=0.91894 1-rho=0.08106 asymptote=0.08875
D1=0.1 eV: b*=1.6142 eV rho_shift=0.2514
D1=0.02 eV: alpha*=0.01963 rho_damp=0.98258 1-rho=0.01742 asymptote=0.01775
D1=0.02 eV: b*=1.6277 eV rho_shift=0.2532
D1->0 limit of rho_shift=0.2537
tie D=(1,1) K=(3,-0.2,0.3) eV: alpha*=0.4167 b*=1.4000 eV rho=0.6783,0.6783
loss D=(0.5,2) K=(-0.1,6,0) eV: m1=0.80 m2=4.00 alpha*=0.4167
loss: b*=2.3069 eV rho_damp=0.6667 rho_shift=0.8575
extra mode D=(0.5,5) K=(2,5,0) eV: m1=5.0 m2=2.0 alpha=0.2857
extra mode: ov-only rho=0.4286 1-alpha=0.7143 iterated=0.7143
extra mode: true alpha*=0.3333 rho_damp=0.6667 rho_shift=0.2653
random sets: shift wins all 15 inside hypotheses, 7 of 15 unrestricted
LiH R=300 pm, LDA(Slater,VWN5)/6-31G, 18 modes
LiH smallest gap=1.153 eV, largest gap=76.38 eV, K(HOMO-LUMO)=4.719 eV
LiH mu_min=0.8963 mu_max=6.0532 plain rho=5.0532
LiH alpha*=0.2878 rho_damp=0.7421 est iterations 1e-8: 61.7
LiH b*=4.640 eV = 0.1705 hartree
LiH nu_min=0.3483 nu_max=1.6517
LiH rho_shift=0.6517 est iterations 1e-8: 43.0
LiH step scale: smallest gap 0.1990, largest gap 0.9427
```
